# Resistivity Kink at the Curie Temperature for Classical Heisenberg Spins: a numerical check

```python
# Result under test: for classical Heisenberg spins in mean-field theory the
# spin-disorder resistivity rho_sd*(1-m^2) has slope (5/3)*rho_sd/Tc just below
# the Curie temperature Tc and zero slope above it.
# m: reduced magnetization; t = T/Tc; tau = 1-t; x = 3m/t: mean field over kT;
# u: cosine of the angle between a spin and the mean field.
# Resistivities are in microohm cm, temperatures in K unless stated.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import gamma, spherical_jn

nodes, weights = np.polynomial.legendre.leggauss(100)


def mean_cos(x):
    """Thermal mean of u, by quadrature of the Boltzmann weight."""
    boltz = weights * np.exp(x * (nodes - 1))
    return np.sum(boltz * nodes) / np.sum(boltz)


def log_z(x):
    return x + np.log(2 * np.pi * np.sum(weights * np.exp(x * (nodes - 1))))


def magnetization(t, response=lambda m, t: mean_cos(3 * m / t)):
    if t >= 1:
        return 0.0
    return brentq(lambda m: response(m, t) - m, 0.3 * np.sqrt(1 - t), 1.0,
                  xtol=1e-14, rtol=1e-14)


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


# Scattering strength from explicit Pauli matrix elements, averaged over spins
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
initial = np.array([0.6, 0.8 * np.exp(0.7j)])
for t in (0.5, 0.9):
    m = magnetization(t)
    x = 3 * m / t
    boltz = weights * np.exp(x * (nodes - 1))
    boltz /= boltz.sum()
    strength = 0.0
    for u, w in zip(nodes, boltz):
        for phi in 2 * np.pi * np.arange(8) / 8:
            s = np.sqrt(1 - u * u)
            dev = np.array([s * np.cos(phi), s * np.sin(phi), u - m])
            amplitudes = np.tensordot(dev, pauli, axes=1) @ initial
            strength += w / 8 * np.sum(np.abs(amplitudes)**2)
    assert abs(strength - (1 - m * m)) < 1e-10

# Series that proves a single ordered solution
n = np.arange(1, 200001)
for x in (0.5, 2.0, 8.0):
    series = 6 * np.sum(1 / (x * x + (n * np.pi)**2))
    assert abs(series - 3 * mean_cos(x) / x) < 1e-5

# Global free-energy minimum on a grid of trial magnetizations
trial = np.linspace(0, 0.999, 1000)
for t in (0.6, 0.9, 1.05):
    free = [1.5 * m * m - t * log_z(3 * m / t) for m in trial]
    assert abs(trial[np.argmin(free)] - magnetization(t)) < 0.0011

# Expansion near Tc and the low-temperature limit
tau = 1e-4
kink_number = magnetization(1 - tau)**2 / tau
assert abs(kink_number - 5 / 3) < 2e-4
tau2 = 0.002
second = (magnetization(1 - tau2)**2 - 5 * tau2 / 3) / tau2**2
assert abs(second + 20 / 21) < 5e-3
low_t = 0.02
low_slope = (1 - magnetization(low_t)**2) / low_t
assert abs(low_slope - 2 / 3) < 0.004


# Specific heat from the entropy against the slope of m^2
def entropy(t):
    m = magnetization(t)
    return log_z(3 * m / t) - 3 * m * m / t


def heat(t, h=1e-4):
    return t * (entropy(t + h) - entropy(t - h)) / (2 * h)


for t in (0.5, 0.8, 0.95):
    h = 1e-4
    slope_m2 = (magnetization(t + h)**2 - magnetization(t - h)**2) / (2 * h)
    assert abs(heat(t) + 1.5 * slope_m2) < 1e-4
heat_near = heat(0.999)
assert abs(heat_near - 2.5) < 0.01

# Rough nickel-like parameters
Tc, rho_sd, lattice_slope = 630.0, 15.0, 0.025


def rho_total(T):
    return lattice_slope * T + rho_sd * (1 - magnetization(T / Tc)**2)


rho_c = rho_total(Tc)
slope_jump = 5 * rho_sd / (3 * Tc)
slope_below = lattice_slope + slope_jump
dT = 0.05
numeric_below = (rho_c - rho_total(Tc - dT)) / dT
numeric_above = (rho_total(Tc + dT) - rho_c) / dT
assert abs(numeric_below - slope_below) < 1e-5
assert abs(numeric_above - lattice_slope) < 1e-9

print("MODEL NUMBERS")
show("m^2/(1-t) at 1-t = 0.0001", kink_number)
show("second-order coefficient of m^2, numerical", second)
show("(1-m^2)/t at t = 0.02", low_slope)
show("specific heat per spin at t = 0.999", heat_near, "k_B")
print("NICKEL-LIKE EXAMPLE (rough inputs)")
show("Curie temperature", Tc, "K", 0)
show("spin-disorder resistivity", rho_sd, "uohm cm", 1)
show("lattice slope", lattice_slope, "uohm cm/K", 3)
show("total resistivity at Tc", rho_c, "uohm cm", 2)
show("spin part of slope just below Tc", slope_jump, "uohm cm/K")
show("total slope just below Tc, formula", slope_below, "uohm cm/K")
show("total slope below Tc, finite difference", numeric_below, "uohm cm/K")
show("total slope above Tc, finite difference", numeric_above, "uohm cm/K")
show("temperature coefficient below Tc", 1e3 * slope_below / rho_c, "1e-3/K", 3)
show("temperature coefficient above Tc", 1e3 * lattice_slope / rho_c, "1e-3/K", 3)
for T in (300.0, 378.0, 600.0, 673.0):
    m = magnetization(T / Tc)
    print(f"T = {T:.0f} K: m = {m:.4f}, spin part = {rho_sd*(1-m*m):.2f},"
          f" total = {rho_total(T):.2f} uohm cm")
line_300 = rho_sd + lattice_slope * 300
show("line from above Tc extended to 300 K", line_300, "uohm cm", 2)
show("its excess over the model at 300 K", line_300 - rho_total(300), "uohm cm", 2)

print("NEGLECTED EFFECTS")


# Spin-1/2 magnetization inserted in the same scattering law
def half_spin(m, t):
    return np.tanh(m / t)


half_kink = magnetization(1 - tau, half_spin)**2 / tau
assert abs(half_kink - 3) < 2e-3
half_300 = magnetization(300 / Tc, half_spin)
show("spin-1/2 m^2/(1-t) near Tc", half_kink, "", 3)
show("spin-1/2 m at 300 K", half_300)
show("spin part at 300 K with spin-1/2 m", rho_sd * (1 - half_300**2), "uohm cm", 2)


# Nearest-neighbour order of the fcc spherical model at its transition
def fcc_sum(N):
    c = np.cos(np.pi * (np.arange(N) + 0.5) / N)
    a, b, d = c[:, None, None], c[None, :, None], c[None, None, :]
    return np.mean(1 / (1 - (a * b + b * d + d * a) / 3))


watson = 2 * fcc_sum(120) - fcc_sum(60)
assert abs(watson - 9 * gamma(1 / 3)**6 / (2**(14 / 3) * np.pi**4)) < 1e-4
neighbour_corr = 1 - 1 / watson
a_nm = 0.352
kF = (3 * np.pi**2 * 4 / a_nm**3)**(1 / 3)
kR = kF * a_nm / np.sqrt(2)
transport = quad(lambda q: q**3 * np.sinc(q * kR / np.pi), 0, 2)[0] / 4
assert abs(transport - spherical_jn(0, kR)**2 + spherical_jn(1, kR)**2) < 1e-9
show("fcc lattice constant (rough)", a_nm, "nm", 3)
show("Fermi wavenumber, one electron per atom", kF, "1/nm", 2)
show("nearest-neighbour spin correlation at Tc", neighbour_corr, "", 3)
show("transport weight of one neighbour", transport)
show("first-shell change of spin part at Tc",
     100 * 12 * neighbour_corr * transport, "%", 1)

# Two parallel spin channels with resistivities 2*rho*(1 +/- asym*m)
asym = 0.3
m_near = magnetization(1 - tau)
rho_near = rho_total(Tc * (1 - tau))
parallel = 1 / sum(1 / (2 * rho_near * (1 + s * asym * m_near)) for s in (1, -1))
extra_slope = (rho_near - parallel) / (Tc * tau)
assert abs(extra_slope / (asym**2 * rho_c * 5 / (3 * Tc)) - 1) < 1e-3
show("assumed channel asymmetry per unit m", asym, "", 1)
show("two-channel increase of the kink", 100 * extra_slope / slope_jump, "%", 1)

# Rounding by a field of 1 T acting on a moment of 0.6 Bohr magneton
moment, field = 0.6, 1.0
mu_B = const.physical_constants["Bohr magneton"][0]
h_red = moment * mu_B * field / (const.k * Tc)
m_field = brentq(lambda m: mean_cos(3 * m + h_red) - m, 1e-3, 1)
assert abs(m_field / (5 * h_red / 9)**(1 / 3) - 1) < 0.01
show("atomic moment (rough)", moment, "Bohr magnetons", 1)
show("m at Tc in a field of 1 T", m_field)
show("temperature width of rounding at 1 T", 0.6 * m_field**2 * Tc, "K", 2)

# Bloch-Grueneisen lattice resistivity relative to its linear limit
debye = 450.0


def bloch_ratio(T):
    y = debye / T
    integral = quad(lambda z: z**5 / (np.expm1(z) * -np.expm1(-z)), 0, y)[0]
    return 4 * integral / y**4


assert abs(bloch_ratio(Tc) - (1 - (debye / Tc)**2 / 18)) < 1e-3
bloch_slope = ((Tc + 1) * bloch_ratio(Tc + 1) - (Tc - 1) * bloch_ratio(Tc - 1)) / 2
show("Debye temperature (rough)", debye, "K", 0)
show("lattice part over linear law at 300 K", bloch_ratio(300), "", 3)
show("lattice slope over linear law at Tc", bloch_slope, "", 3)

# Diffuse surface scattering in a film, free-electron mean free path
thickness = 20.0
rho_lambda = 3 * np.pi**2 * const.hbar / (const.e**2 * (kF * 1e9)**2)
path = rho_lambda / (rho_c * 1e-8) * 1e9


def film_rho(rho):
    k = thickness * rho * 1e-8 / (rho_lambda * 1e9)
    loss = quad(lambda v: (v - v**3) * -np.expm1(-k / v), 0, 1)[0]
    return rho / (1 - 1.5 * loss / k)


film_extra = film_rho(rho_c) - rho_c
assert abs(film_extra / (rho_c * 3 * path / (8 * thickness)) - 1) < 0.06
film_factor = (film_rho(rho_c + 0.01) - film_rho(rho_c - 0.01)) / 0.02
assert abs(film_factor - 1) < 0.01
show("film thickness", thickness, "nm", 0)
show("mean free path at Tc", path, "nm", 2)
show("surface resistivity added at Tc", film_extra, "uohm cm", 2)
show("factor on the kink from the surfaces", film_factor)

print("all assertions hold")
```

Output:

```
MODEL NUMBERS
m^2/(1-t) at 1-t = 0.0001: 1.6666
second-order coefficient of m^2, numerical: -0.9521
(1-m^2)/t at t = 0.02: 0.6689
specific heat per spin at t = 0.999: 2.4971 k_B
NICKEL-LIKE EXAMPLE (rough inputs)
Curie temperature: 630 K
spin-disorder resistivity: 15.0 uohm cm
lattice slope: 0.025 uohm cm/K
total resistivity at Tc: 30.75 uohm cm
spin part of slope just below Tc: 0.0397 uohm cm/K
total slope just below Tc, formula: 0.0647 uohm cm/K
total slope below Tc, finite difference: 0.0647 uohm cm/K
total slope above Tc, finite difference: 0.0250 uohm cm/K
temperature coefficient below Tc: 2.103 1e-3/K
temperature coefficient above Tc: 0.813 1e-3/K
T = 300 K: m = 0.8022, spin part = 5.35, total = 12.85 uohm cm
T = 378 K: m = 0.7259, spin part = 7.10, total = 16.55 uohm cm
T = 600 K: m = 0.2779, spin part = 13.84, total = 28.84 uohm cm
T = 673 K: m = 0.0000, spin part = 15.00, total = 31.82 uohm cm
line from above Tc extended to 300 K: 22.50 uohm cm
its excess over the model at 300 K: 9.65 uohm cm
NEGLECTED EFFECTS
spin-1/2 m^2/(1-t) near Tc: 3.000
spin-1/2 m at 300 K: 0.9660
spin part at 300 K with spin-1/2 m: 1.00 uohm cm
fcc lattice constant (rough): 0.352 nm
Fermi wavenumber, one electron per atom: 13.95 1/nm
nearest-neighbour spin correlation at Tc: 0.256
transport weight of one neighbour: -0.0515
first-shell change of spin part at Tc: -15.8 %
assumed channel asymmetry per unit m: 0.3
two-channel increase of the kink: 18.4 %
atomic moment (rough): 0.6 Bohr magnetons
m at Tc in a field of 1 T: 0.0707
temperature width of rounding at 1 T: 1.89 K
Debye temperature (rough): 450 K
lattice part over linear law at 300 K: 0.885
lattice slope over linear law at Tc: 1.027
film thickness: 20 nm
mean free path at Tc: 2.03 nm
surface resistivity added at Tc: 1.22 uohm cm
factor on the kink from the surfaces: 0.9984
all assertions hold
```
